**Landau-Zener scale for the end of nonadiabatic trap capture**

The program examines the estimate \(V^*=[\hbar\omega\sqrt{2\lambda kT}/2\pi]^{1/2}\), where \(V\) is the electronic coupling between two localized states, \(\lambda\) the reorganization energy, \(\hbar\omega\) the phonon energy and \(kT\) the thermal energy. For 1 eV, 50 meV and 300 K it prints \(V^*=42.5\) meV. It asserts the thermal gap speed against quadrature and a level sum, the Landau-Zener probability against the time-dependent Schrödinger equation, and the repeated-passage formula against an iterated chain of crossings. It also asserts that the flux-averaged rate agrees with the golden rule at weak coupling, and that two-channel quantum scattering agrees with the quantum golden rule within 10% at 1 meV. The scattering rate divided by that of the bare lower adiabatic surface must pass one half within a factor of two of \(V^*\); the output places this point at 67.1 meV. At \(V^*\) this ratio is 0.305, while the Landau-Zener average is 0.733, so the crossover is broad and depends on the criterion. The total rate at \(V^*\) is still within about 11% of the quantum golden rule.

## Check in Python

```python
"""
Result under test: capture between two localized states leaves the
nonadiabatic regime near
    V* = sqrt( hbar*omega * sqrt(2*lambda*kT) / (2*pi) ),
where the Landau-Zener exponent 2*pi*V^2/(hbar*|d(gap)/dt|) is one at
the rms thermal gap speed. V* is an estimate of the crossover scale,
tested against quantum scattering to within a factor of two.
Symbols: V electronic coupling (half the minimum adiabatic splitting),
lambda reorganization energy, omega phonon angular frequency, q the
dimensionless phonon coordinate, DeltaG final minus initial minimum
energy, Ea height of the diabatic crossing above the initial minimum.
Energies are in eV unless a name says otherwise. A gap speed multiplied
by hbar has the unit eV^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV/K
reorg, phonon, temperature, delta_g = 1.0, 0.050, 300.0, -0.10
kT = KB * temperature
omega = phonon / HBAR
x_ph = phonon / kT
q0 = np.sqrt(reorg / (2 * phonon))


def initial_diabat(q):
    return 0.5 * phonon * (q + q0) ** 2


def final_diabat(q):
    return 0.5 * phonon * (q - q0) ** 2 + delta_g


def gap(q):
    return final_diabat(q) - initial_diabat(q)


def threshold(temp):
    return np.sqrt(phonon * np.sqrt(2 * reorg * KB * temp) / (2 * np.pi))


v_star = threshold(temperature)
speed = phonon * np.sqrt(2 * reorg * kT)
barrier = (reorg + delta_g) ** 2 / (4 * reorg)

# Thermal gap speed and crossing height, directly from the two diabats.
q_cross = brentq(gap, -q0, q0)
slope = (gap(q_cross + 1e-3) - gap(q_cross - 1e-3)) / 2e-3
p_weight = quad(lambda p: np.exp(-x_ph * p * p / 2), -12, 12)[0]
p_square = quad(lambda p: p * p * np.exp(-x_ph * p * p / 2),
                -12, 12)[0] / p_weight
speed_numeric = abs(slope) * phonon * np.sqrt(p_square)
assert abs(speed_numeric / speed - 1) < 1e-6
assert abs(initial_diabat(q_cross) / barrier - 1) < 1e-8

# Quantum thermal gap speed: sum over oscillator levels against coth form.
levels = np.arange(400)
weights = np.exp(-x_ph * levels)
p_square_quantum = np.sum(weights * (levels + 0.5)) / np.sum(weights)
speed_quantum = phonon * np.sqrt(reorg * phonon / np.tanh(x_ph / 2))
assert abs(abs(slope) * phonon * np.sqrt(p_square_quantum)
           / speed_quantum - 1) < 1e-6
v_star_quantum = np.sqrt(speed_quantum / (2 * np.pi))


def swept_probability(coupling):
    """Diabat-change probability from the time-dependent equation."""
    t_end = 60 * coupling / speed_numeric

    def hamiltonian(t):
        half = 0.5 * speed_numeric * t
        return np.array([[half, coupling], [coupling, -half]])

    start = np.linalg.eigh(hamiltonian(-t_end))[1][:, 0].astype(complex)
    run = solve_ivp(lambda t, y: -1j * (hamiltonian(t) @ y),
                    (-t_end, t_end), start, method="DOP853",
                    rtol=1e-8, atol=1e-10)
    lower = np.linalg.eigh(hamiltonian(t_end))[1][:, 0]
    return abs(lower @ run.y[:, -1]) ** 2


for v_test in (0.5 * v_star, v_star, 1.4 * v_star):
    expected = 1 - np.exp(-2 * np.pi * v_test ** 2 / speed)
    assert abs(swept_probability(v_test) - expected) < 3e-3
p_at_threshold = swept_probability(v_star)
assert abs(p_at_threshold - (1 - np.exp(-1))) < 3e-3


def chain_success(p):
    """Follow repeated crossings until the carrier settles in a well."""
    success, upper_right, upper_left = p, 1 - p, 0.0
    for _ in range(3000):
        # From the right: change diabat or settle in the initial well.
        # From the left: settle in the final well or change diabat.
        success += upper_left * (1 - p)
        upper_right, upper_left = upper_left * p, upper_right * p
    return success


for p_test in (0.05, 0.4, 0.63, 0.95):
    assert abs(chain_success(p_test) - 2 * p_test / (1 + p_test)) < 1e-9


def kappa_lz(coupling):
    """Landau-Zener transmission factor averaged over thermal flux."""
    z_rms = 2 * np.pi * coupling ** 2 / speed

    def integrand(u):
        p = -np.expm1(-z_rms / u)
        return u * np.exp(-u * u / 2) * 2 * p / (1 + p)
    return quad(integrand, 0, 12, limit=200)[0]


# Weak coupling: flux average against golden rule with thermal density.
v_weak = 5e-4
q_norm = quad(lambda q: np.exp(-initial_diabat(q) / kT),
              -q0 - 10, -q0 + 10)[0]
gap_density = np.exp(-initial_diabat(q_cross) / kT) / q_norm / abs(slope)
rate_density = 2 * np.pi / HBAR * v_weak ** 2 * gap_density
prefactor = omega / (2 * np.pi)
rate_flux = kappa_lz(v_weak) * prefactor * np.exp(-barrier / kT)
assert abs(rate_flux / rate_density - 1) < 5e-3


def rate_classical(coupling):
    return (2 * np.pi / HBAR * coupling ** 2
            / np.sqrt(4 * np.pi * reorg * kT) * np.exp(-barrier / kT))


assert abs(rate_classical(v_weak) / rate_density - 1) < 1e-5
v_equal = np.sqrt(phonon * np.sqrt(reorg * kT) / (2 * np.pi ** 1.5))
v_equal_numeric = v_weak * np.sqrt(
    prefactor * np.exp(-barrier / kT) / rate_density)
assert abs(v_equal / v_equal_numeric - 1) < 1e-5


def rate_quantum_golden(coupling):
    """Quantum golden rule, smoothed by its imaginary-time saddle."""
    s_hr, g = reorg / phonon, delta_g / phonon
    sh = np.sinh(x_ph / 2)
    s = x_ph / 2 + np.arcsinh(g * sh / s_hr)
    exponent = (-s_hr * (np.cosh(x_ph / 2) - np.cosh(x_ph / 2 - s)) / sh
                - g * s)
    curvature = s_hr * np.cosh(x_ph / 2 - s) / sh
    return (coupling ** 2 / (HBAR * phonon)
            * np.sqrt(2 * np.pi / curvature) * np.exp(exponent))


def turning_repulsion(q, coupling):
    """Energy due to rotation of the electronic state along q."""
    turn = abs(slope) * coupling / (gap(q) ** 2 + 4 * coupling ** 2)
    return 0.5 * phonon * turn ** 2


def potential_matrix(coupling, points, surface):
    """Potential in phonon quanta, between the two well minima."""
    q = np.linspace(-q0, q0, points)
    e1, e2 = initial_diabat(q) / phonon, final_diabat(q) / phonon
    c = coupling / phonon
    if surface != "both":
        low = (e1 + e2) / 2 - np.sqrt((e1 - e2) ** 2 / 4 + c * c)
        if surface == "lower with repulsion":
            low = low + turning_repulsion(q, coupling) / phonon
        return low.reshape(-1, 1, 1)
    pot = np.empty((points, 2, 2))
    pot[:, 0, 0], pot[:, 1, 1] = e1, e2
    pot[:, 0, 1] = pot[:, 1, 0] = c
    return pot


def lead_self_energy(energy, block, hop):
    """Outgoing or decaying wave in a flat lead continuing the end site."""
    values, vectors = np.linalg.eigh(block)
    z = 1 - (energy - values) / (2 * hop)
    root = z + 1j * np.sqrt(1 - z * z + 0j)
    return (vectors * (-hop * root)) @ vectors.T


def transmission(energy, pot):
    points, n = pot.shape[:2]
    hop = 0.5 * ((points - 1) / (2 * q0)) ** 2
    left = lead_self_energy(energy, pot[0], hop)
    right = lead_self_energy(energy, pot[-1], hop)
    size = points * n
    band = np.zeros((2 * n + 1, size), complex)
    diagonal = np.diagonal(pot, axis1=1, axis2=2).reshape(-1)
    band[n] = energy - 2 * hop - diagonal
    band[0, n:] = hop
    band[2 * n, :-n] = hop
    band[n, :n] -= np.diag(left)
    band[n, -n:] -= np.diag(right)
    if n == 2:
        band[1, 1::2] = -pot[:, 0, 1]
        band[3, 0::2] = -pot[:, 0, 1]
        band[1, 1] -= left[0, 1]
        band[3, 0] -= left[1, 0]
        band[1, -1] -= right[0, 1]
        band[3, -2] -= right[1, 0]
    source = np.zeros((size, n), complex)
    source[-n:] = np.eye(n)
    green = solve_banded((n, n), band, source)[:n]
    gamma_left, gamma_right = -2 * left.imag, -2 * right.imag
    return np.trace(gamma_left @ green @ gamma_right
                    @ green.conj().T).real


def scattering(coupling, surface="both", points=401):
    """Thermal rate in 1/s and mean energy of passage in eV."""
    pot = potential_matrix(coupling, points, surface)
    energies = np.linspace(1e-6, 0.70, 141) / phonon
    trans = np.array([transmission(e, pot) for e in energies])
    assert trans.min() > -1e-9 and trans.max() < 1 + 1e-6
    partition = 1 / (2 * np.sinh(x_ph / 2))
    weight = trans * np.exp(-x_ph * energies)
    total = simpson(weight, x=energies)
    mean = phonon * simpson(weight * energies, x=energies) / total
    return prefactor / partition * total, mean


def kappa_scattering(coupling):
    return scattering(coupling)[0] / scattering(coupling, "lower")[0]


# The flat leads and the saddle approximation each cost a few percent.
v_small = 1e-3
small_ratio = scattering(v_small)[0] / rate_quantum_golden(v_small)
assert abs(small_ratio - 1) < 0.10

factors = np.array([0.25, 0.5, 0.75, 1.0, 1.5, 2.0])
rates_full = np.array([scattering(f * v_star)[0] for f in factors])
rates_low = np.array([scattering(f * v_star, "lower")[0]
                      for f in factors])
kappa_table = rates_full / rates_low
fine = scattering(v_star, points=801)[0]
assert abs(fine / rates_full[3] - 1) < 0.01

# The half-point of electronic transmission must lie within a factor
# of two of the estimate, and transmission must be weak well below it.
assert kappa_table[0] < 0.3
assert np.all(np.diff(kappa_table) > 0)
assert kappa_table[1] < 0.5 < kappa_table[5]
v_half = brentq(lambda v: kappa_scattering(v) - 0.5,
                0.5 * v_star, 2 * v_star, xtol=1e-5)
v_half_lz = brentq(lambda v: kappa_lz(v) - 0.5, 1e-3, 0.2)

# Passage at the threshold happens mostly below the diabatic crossing.
mean_energy = scattering(v_star)[1]
assert mean_energy < barrier


def lower_state(q):
    matrix = np.array([[initial_diabat(q), v_star],
                       [v_star, final_diabat(q)]])
    return np.linalg.eigh(matrix)[1][:, 0]


# Rotation of the electronic state, from numerical eigenvectors.
step = 1e-3
overlap = lower_state(q_cross - step) @ lower_state(q_cross + step)
turn_numeric = np.sqrt(1 - overlap ** 2) / (2 * step)
repulsion = turning_repulsion(q_cross, v_star)
assert abs(0.5 * phonon * turn_numeric ** 2 / repulsion - 1) < 1e-3
rate_repulsion = scattering(v_star, "lower with repulsion")[0]

# Barrier on the lower adiabatic surface at the threshold coupling.
q_fine = np.linspace(-q0 - 1, q0 + 1, 40001)
lower_surface = ((initial_diabat(q_fine) + final_diabat(q_fine)) / 2
                 - np.sqrt(gap(q_fine) ** 2 / 4 + v_star ** 2))
inner = np.abs(q_fine - q_cross) < 1.0
top = lower_surface[inner].max()
bottom = lower_surface[q_fine < q_cross - 1].min()
barrier_low = top - bottom

# Field shift of the level difference, favouring capture.
field_mv_cm, distance_nm = 3.0, 0.5
field_shift = field_mv_cm * 1e8 * distance_nm * 1e-9
barrier_field = (reorg + delta_g - field_shift) ** 2 / (4 * reorg)
volume_ratio = 1000.0


def show(label, value, unit="", form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Reorganization energy", reorg, "eV")
show("Phonon energy", 1e3 * phonon, "meV", ".1f")
show("Temperature", temperature, "K", ".0f")
show("Level difference DeltaG", delta_g, "eV")
show("Thermal energy kT", 1e3 * kT, "meV", ".2f")
show("Phonon angular frequency", omega, "rad/s", ".3e")
show("Rms thermal gap spread", np.sqrt(2 * reorg * kT), "eV", ".4f")
show("hbar times rms gap speed", speed, "eV^2", ".5f")
show("Rms gap speed", speed / HBAR, "eV/s", ".3e")
show("Threshold V* (exponent one)", 1e3 * v_star, "meV", ".1f")
show("Threshold V* in SI", v_star * const.e, "J", ".2e")
show("Swept probability at V*", p_at_threshold)
show("V1, golden rule = adiabatic prefactor", 1e3 * v_equal, "meV", ".1f")
show("Flux-averaged LZ factor at V*", kappa_lz(v_star))
show("LZ factor one half at V", 1e3 * v_half_lz, "meV", ".1f")
show("Diabatic barrier Ea", barrier, "eV", ".4f")
show("Attempt frequency omega/2pi", prefactor, "1/s", ".3e")
show("Classical golden-rule rate at V*", rate_classical(v_star),
     "1/s", ".2e")
show("Quantum golden-rule rate at V*", rate_quantum_golden(v_star),
     "1/s", ".2e")
show("Scattering rate at V*", rates_full[3], "1/s", ".2e")
show("Lower-surface rate at V*", rates_low[3], "1/s", ".2e")
show("Scattering/quantum golden rule at 1 meV", small_ratio)
print("V (meV), scattering factor, LZ factor, rate/quantum golden rule:")
for f, k_s, r in zip(factors, kappa_table, rates_full):
    v = f * v_star
    print(f"  {1e3 * v:5.1f}  {k_s:.3f}  {kappa_lz(v):.3f}"
          f"  {r / rate_quantum_golden(v):.3f}")
show("Scattering factor one half at V", 1e3 * v_half, "meV", ".1f")
show("Mean energy of passage at V*", mean_energy, "eV", ".4f")
show("Turning repulsion at crossing, V*", 1e3 * repulsion, "meV", ".1f")
show("Lower-surface rate with repulsion, V*", rate_repulsion,
     "1/s", ".2e")
show("V* with zero-point motion", 1e3 * v_star_quantum, "meV", ".1f")
show("Nuclear tunnelling rate factor",
     rate_quantum_golden(v_star) / rate_classical(v_star), "", ".2f")
show("V*/kT", v_star / kT, "", ".2f")
show("Lower-surface barrier at V*", barrier_low, "eV", ".4f")
show("Boltzmann factor of barrier lowering",
     np.exp((barrier - barrier_low) / kT), "", ".2f")
show("V* at 233 K", 1e3 * threshold(233.0), "meV", ".1f")
show("V* at 398 K", 1e3 * threshold(398.0), "meV", ".1f")
show("Field", field_mv_cm, "MV/cm", ".1f")
show("Distance along field", distance_nm, "nm", ".1f")
show("Field shift of level difference", field_shift, "eV")
show("Diabatic barrier with field", barrier_field, "eV", ".4f")
show("Partner-state volume increase", volume_ratio, "times", ".0f")
show("Coupling V* after that dilution",
     1e3 * v_star / np.sqrt(volume_ratio), "meV", ".2f")
print("PASS")
```

Output:

```
Reorganization energy: 1.000 eV
Phonon energy: 50.0 meV
Temperature: 300 K
Level difference DeltaG: -0.100 eV
Thermal energy kT: 25.85 meV
Phonon angular frequency: 7.596e+13 rad/s
Rms thermal gap spread: 0.2274 eV
hbar times rms gap speed: 0.01137 eV^2
Rms gap speed: 1.727e+13 eV/s
Threshold V* (exponent one): 42.5 meV
Threshold V* in SI: 6.82e-21 J
Swept probability at V*: 0.632
V1, golden rule = adiabatic prefactor: 26.9 meV
Flux-averaged LZ factor at V*: 0.733
LZ factor one half at V: 27.8 meV
Diabatic barrier Ea: 0.2025 eV
Attempt frequency omega/2pi: 1.209e+13 1/s
Classical golden-rule rate at V*: 1.20e+10 1/s
Quantum golden-rule rate at V*: 2.53e+10 1/s
Scattering rate at V*: 2.80e+10 1/s
Lower-surface rate at V*: 9.18e+10 1/s
Scattering/quantum golden rule at 1 meV: 1.007
V (meV), scattering factor, LZ factor, rate/quantum golden rule:
   10.6  0.031  0.127  1.009
   21.3  0.108  0.363  1.021
   31.9  0.206  0.577  1.050
   42.5  0.305  0.733  1.106
   63.8  0.478  0.904  1.334
   85.1  0.606  0.969  1.783
Scattering factor one half at V: 67.1 meV
Mean energy of passage at V*: 0.1529 eV
Turning repulsion at crossing, V*: 86.4 meV
Lower-surface rate with repulsion, V*: 3.97e+10 1/s
V* with zero-point motion: 45.4 meV
Nuclear tunnelling rate factor: 2.11
V*/kT: 1.65
Lower-surface barrier at V*: 0.1622 eV
Boltzmann factor of barrier lowering: 4.75
V* at 233 K: 39.9 meV
V* at 398 K: 45.7 meV
Field: 3.0 MV/cm
Distance along field: 0.5 nm
Field shift of level difference: 0.150 eV
Diabatic barrier with field: 0.1406 eV
Partner-state volume increase: 1000 times
Coupling V* after that dilution: 1.35 meV
PASS
```
